# The scale length of a double-gate film with equal permittivities: test program

```python
# Result under test: in a symmetric double-gate structure whose film and
# insulators have equal permittivity, the slowest lateral disturbance decays
# as exp(-pi*x/lam), with lam = t_film + 2*t_ins.
# t_film: film thickness; t_ins: thickness of each insulator (nm);
# eps_film, eps_ins: relative permittivities; x: distance along the channel;
# y: distance from the film centre. Potentials are in volts.
import numpy as np
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve


def transverse_modes(t_film, t_ins, eps_film, eps_ins, step=0.01):
    """Two longest scale lengths and first mode, from the discretized
    equation -(eps Y')' = k^2 eps Y with Y = 0 at both gates."""
    half = t_film / 2 + t_ins
    cells = int(round(2 * half / step))
    middles = -half + (np.arange(cells) + 0.5) * step
    eps = np.where(abs(middles) < t_film / 2, eps_film, eps_ins)
    mass = step * (eps[:-1] + eps[1:]) / 2
    diagonal = (eps[:-1] + eps[1:]) / step / mass
    off = -eps[1:-1] / step / np.sqrt(mass[:-1] * mass[1:])
    values, vectors = eigh_tridiagonal(
        diagonal, off, select="i", select_range=(0, 1))
    nodes = -half + np.arange(1, cells) * step
    return np.pi / np.sqrt(values), nodes, vectors[:, 0] / np.sqrt(mass)


def matched_scale(t_film, t_ins, eps_film, eps_ins):
    """Scale length from the even-mode matching condition."""
    def mismatch(k):
        a, b = k * t_film / 2, k * t_ins
        return (eps_film * np.sin(a) * np.sin(b)
                - eps_ins * np.cos(a) * np.cos(b))
    upper = np.pi / max(t_film, 2 * t_ins)
    return np.pi / brentq(mismatch, 1e-8, upper, xtol=1e-13)


t_film, t_ins, eps_film = 5.0, 1.0, 12.0
lam = t_film + 2 * t_ins
decay_length = lam / np.pi

# Sum rule and first odd mode for several divisions of the thickness.
for film, ins in [(5.0, 1.0), (5.0, 2.0), (3.0, 2.0), (6.0, 0.5)]:
    scales, _, _ = transverse_modes(film, ins, eps_film, eps_film)
    total = film + 2 * ins
    assert abs(scales[0] / total - 1) < 1e-5
    assert abs(scales[1] / (total / 2) - 1) < 1e-5

scales, nodes, mode = transverse_modes(t_film, t_ins, eps_film, eps_film)
interface_value = np.cos(np.pi * t_film / (2 * lam))
numeric_interface = (mode[np.argmin(abs(nodes - t_film / 2))]
                     / mode[np.argmin(abs(nodes))])
assert abs(numeric_interface - interface_value) < 1e-5

# Matching condition with unequal permittivities.
unequal = {}
for eps_ins in (4.0, 24.0):
    unequal[eps_ins] = matched_scale(t_film, t_ins, eps_film, eps_ins)
    direct = transverse_modes(t_film, t_ins, eps_film, eps_ins)[0][0]
    assert abs(direct / unequal[eps_ins] - 1) < 1e-4
assert unequal[4.0] > lam > unequal[24.0]

# Two-dimensional Poisson problem with fixed charge in the film.
grid = 0.1
half = lam / 2
y = np.linspace(-half, half, int(round(lam / grid)) + 1)[1:-1]
centre = len(y) // 2
gate_voltage = 0.2
charge_over_eps = -0.02  # V/nm^2
edge = t_film / 2
in_film = np.where(abs(y) < edge - grid / 4, 1.0, 0.0)
in_film[np.isclose(abs(y), edge)] = 0.5  # half of an interface cell
long_channel = gate_voltage + charge_over_eps * np.where(
    abs(y) <= edge, edge * t_ins + (edge**2 - y**2) / 2,
    edge * (half - abs(y)))


def end_profile(film_voltage):
    """Constant across the film, linear across each insulator."""
    shape = np.minimum(1.0, (half - abs(y)) / t_ins)
    return gate_voltage + (film_voltage - gate_voltage) * shape


def second_difference(size):
    return diags([np.ones(size - 1), -2 * np.ones(size),
                  np.ones(size - 1)], [-1, 0, 1]) / grid**2


def solve_channel(length, source, drain):
    columns = int(round(length / grid)) - 1
    matrix = (kron(second_difference(columns), identity(len(y)))
              + kron(identity(columns), second_difference(len(y))))
    right = np.tile(-charge_over_eps * in_film, (columns, 1))
    right[:, 0] -= gate_voltage / grid**2
    right[:, -1] -= gate_voltage / grid**2
    right[0] -= source / grid**2
    right[-1] -= drain / grid**2
    return spsolve(matrix.tocsc(), right.ravel()).reshape(columns, len(y))


source_voltage = 0.6
potential = solve_channel(4 * lam, end_profile(source_voltage), long_channel)
disturbance = potential[:, centre] - long_channel[centre]
x_first, x_second = 10.0, 17.0
u_first = disturbance[int(round(x_first / grid)) - 1]
u_second = disturbance[int(round(x_second / grid)) - 1]
numeric_decay = (x_second - x_first) / np.log(u_first / u_second)
assert abs(numeric_decay / decay_length - 1) < 1e-3

# Mid-channel response to a drain step at two gate lengths.
drain_step = 0.1
lengths = (2 * lam, 3 * lam)
responses = []
for length in lengths:
    source = end_profile(source_voltage)
    low = solve_channel(length, source, end_profile(source_voltage))
    high = solve_channel(length, source,
                         end_profile(source_voltage + drain_step))
    responses.append((high - low)[low.shape[0] // 2, centre])
numeric_ratio = responses[0] / responses[1]
mode_factors = [1 / (2 * np.cosh(np.pi * length / (2 * lam)))
                for length in lengths]
predicted_ratio = mode_factors[0] / mode_factors[1]
# The third mode still contributes a few parts in ten thousand here.
assert abs(numeric_ratio / predicted_ratio - 1) < 2e-3

print(f"Film thickness: {t_film:.1f} nm")
print(f"Thickness of each insulator: {t_ins:.1f} nm")
print(f"Relative permittivity, film and insulators: {eps_film:.0f}")
print(f"Scale length from the sum rule: {lam:.3f} nm")
print(f"Scale length from transverse eigenproblem: {scales[0]:.3f} nm")
print(f"Scale length of first odd mode: {scales[1]:.3f} nm")
print(f"Wave number k = pi/lambda: {np.pi / lam:.4f} 1/nm")
print(f"Decay length lambda/pi: {decay_length:.3f} nm")
print(f"Decay length from 2D Poisson solution: {numeric_decay:.3f} nm")
print(f"First mode, interface/centre: {interface_value:.4f} (no unit)")
for eps_ins, value in unequal.items():
    print(f"Scale length, insulator permittivity {eps_ins:.0f}: "
          f"{value:.3f} nm")
print(f"2D model, gate voltage: {gate_voltage:.1f} V")
print(f"2D model, source-end film potential: {source_voltage:.1f} V")
print(f"2D model, film charge/permittivity: {charge_over_eps:.2f} V/nm^2")
print(f"Drain step: {drain_step:.1f} V")
for length, factor, response in zip(lengths, mode_factors, responses):
    print(f"Gate length: {length:.0f} nm")
    print(f"  first-mode factor at mid-channel: {factor:.5f} (no unit)")
    print(f"  2D mid-channel response: {1000 * response:.3f} mV")
print(f"Response ratio from first mode: {predicted_ratio:.3f} (no unit)")
print(f"Response ratio from 2D solutions: {numeric_ratio:.3f} (no unit)")
print("every check passed")
```

Running it gives:

```
Film thickness: 5.0 nm
Thickness of each insulator: 1.0 nm
Relative permittivity, film and insulators: 12
Scale length from the sum rule: 7.000 nm
Scale length from transverse eigenproblem: 7.000 nm
Scale length of first odd mode: 3.500 nm
Wave number k = pi/lambda: 0.4488 1/nm
Decay length lambda/pi: 2.228 nm
Decay length from 2D Poisson solution: 2.229 nm
First mode, interface/centre: 0.4339 (no unit)
Scale length, insulator permittivity 4: 9.904 nm
Scale length, insulator permittivity 24: 6.072 nm
2D model, gate voltage: 0.2 V
2D model, source-end film potential: 0.6 V
2D model, film charge/permittivity: -0.02 V/nm^2
Drain step: 0.1 V
Gate length: 14 nm
  first-mode factor at mid-channel: 0.04313 (no unit)
  2D mid-channel response: 5.311 mV
Gate length: 21 nm
  first-mode factor at mid-channel: 0.00898 (no unit)
  2D mid-channel response: 1.107 mV
Response ratio from first mode: 4.802 (no unit)
Response ratio from 2D solutions: 4.798 (no unit)
every check passed
```
